# Euclidean and Canonical Gradients for Orthonormal Orbitals on the Stiefel Manifold

## The question

In a mean-field calculation the energy can be lowered by moving the occupied orbitals directly downhill. Two kinds of motion are available. An occupied orbital can mix with an empty one, which changes the occupied space, or two occupied orbitals can mix with each other, which leaves that space as it was. In closed-shell Hartree–Fock the second motion has no effect on the energy, although it can have one for energies that depend on individual orbitals, such as those with orbital self-interaction corrections. In a restricted open-shell triplet, where some orbitals hold two electrons and others hold one, it can change the energy.

"Steepest descent" has a meaning only after the length of a motion has been defined. Two definitions are in use for orthonormal orbitals, the Euclidean and the canonical metric. They weigh occupied-occupied mixing differently, so the question is how their gradients differ, and for which energies the difference disappears.

## Conventions

Let the $p$ occupied orbitals be the columns $c_i$ of an $n\times p$ matrix $C$, expressed in an orthonormal basis of $n$ functions. The matrices with

$$C^\dagger C=I$$

form the Stiefel manifold. The matrix $P=CC^\dagger$ projects onto the occupied space, and $PC=C$.

The energy $E(C)$ is real and differentiable. Its ambient derivative $G$ is an $n\times p$ matrix defined by

$$dE=\mathrm{Re}\,\mathrm{tr}(G^\dagger\Delta)$$

for a small change $\Delta$ of $C$. For real orbitals $G_{\mu i}=\partial E/\partial C_{\mu i}$. Write $M=C^\dagger G$ and split it into Hermitian and anti-Hermitian parts:

$$M=S+T,\qquad S=\tfrac12(M+M^\dagger),\qquad T=\tfrac12(M-M^\dagger).$$

An allowed first-order change preserves orthonormality. Differentiating the constraint gives

$$C^\dagger\Delta+\Delta^\dagger C=0. \tag{1}$$

Such a $\Delta$ is called tangent. The two metrics, for tangent $X$ and $Y$, are

$$g_e(X,Y)=\mathrm{Re}\,\mathrm{tr}(X^\dagger Y),\qquad g_c(X,Y)=\mathrm{Re}\,\mathrm{tr}\!\left[X^\dagger\left(I-\tfrac12P\right)Y\right].$$

In either metric the gradient is the tangent matrix that satisfies

$$g(\mathrm{grad}\,E,\Delta)=\mathrm{Re}\,\mathrm{tr}(G^\dagger\Delta)\quad\text{for every tangent }\Delta. \tag{2}$$

The slope on the right does not depend on the metric. The vector that represents it does.

## First derivation: separate the two kinds of motion

Split a tangent matrix with the projector:

$$\Delta=P\Delta+(I-P)\Delta=CA+Z,\qquad A=C^\dagger\Delta,\qquad C^\dagger Z=0.$$

Equation (1) says $A+A^\dagger=0$. The anti-Hermitian matrix $A$ describes occupied-occupied mixing, and $Z$ describes occupied-virtual mixing.

**The metrics.** For $X=CA_1+Z_1$ and $Y=CA_2+Z_2$ the cross terms vanish because $C^\dagger Z=0$, so

$$X^\dagger Y=A_1^\dagger A_2+Z_1^\dagger Z_2,\qquad X^\dagger PY=A_1^\dagger A_2.$$

Both metrics therefore have the form

$$g(X,Y)=\kappa\,\mathrm{Re}\,\mathrm{tr}(A_1^\dagger A_2)+\mathrm{Re}\,\mathrm{tr}(Z_1^\dagger Z_2), \tag{3}$$

with $\kappa=1$ for the Euclidean metric and $\kappa=1-\tfrac12=\tfrac12$ for the canonical one.

**The slope.** Since $G=CM+(I-P)G$, the same orthogonality gives

$$\mathrm{Re}\,\mathrm{tr}(G^\dagger\Delta)=\mathrm{Re}\,\mathrm{tr}(M^\dagger A)+\mathrm{Re}\,\mathrm{tr}\{[(I-P)G]^\dagger Z\}.$$

The Hermitian part of $M$ drops out. Indeed

$$[\mathrm{tr}(SA)]^*=\mathrm{tr}(A^\dagger S)=-\mathrm{tr}(AS)=-\mathrm{tr}(SA),$$

so $\mathrm{tr}(SA)$ is imaginary. What remains is

$$dE=\mathrm{Re}\,\mathrm{tr}(T^\dagger A)+\mathrm{Re}\,\mathrm{tr}\{[(I-P)G]^\dagger Z\}. \tag{4}$$

**The gradient.** Let $\mathrm{grad}\,E=CA_g+Z_g$. Equating (3) and (4) for all $A$ and $Z$ gives two separate conditions. The first is $\mathrm{Re}\,\mathrm{tr}[(\kappa A_g-T)^\dagger A]=0$. Choosing $A=\kappa A_g-T$, which is an allowed anti-Hermitian matrix, makes the left side a sum of squared moduli, so $\kappa A_g=T$. The same argument gives $Z_g=(I-P)G$. Hence

$$\mathrm{grad}\,E=\frac1\kappa\,CT+(I-P)G, \tag{5}$$

and for the two metrics

$$\mathrm{grad}_eE=CT+(I-P)G,\qquad \mathrm{grad}_cE=2CT+(I-P)G. \tag{6}$$

The occupied-virtual parts agree. The occupied-occupied part is twice as large in the canonical gradient, because the canonical metric gives that motion half the weight and the product of weight and gradient must reproduce the same slope.

**Why a half is natural.** Rotate two occupied orbitals by a small angle $\theta$:

$$c_j\to c_j+\theta c_i,\qquad c_i\to c_i-\theta c_j.$$

Two columns of $C$ move. The matrix $A/\theta$ has entries $+1$ and $-1$, so by (3) the squared length per $\theta^2$ is $2\kappa$: 2 in the Euclidean metric and 1 in the canonical one. Mixing an empty orbital into $c_j$ moves one column, with squared length 1 in both. The canonical metric thus counts each real rotation angle once.

From (4), the slope along the occupied rotation is

$$\frac{dE}{d\theta}=\mathrm{Re}(T_{ij}-T_{ji})=2\,\mathrm{Re}\,T_{ij}. \tag{7}$$

For real orbitals this is the $ij$ element of the canonical block $2T$; the Euclidean element is half the slope.

Complex orbitals also have phases. The change $c_i\to e^{i\phi}c_i$ has $A_{ii}=i\phi$ and squared length $\kappa\phi^2$, which is 1 or $\tfrac12$ per $\phi^2$. Equal counting therefore does not extend to phases. This is harmless when the energy is independent of them, since $T_{ii}$ then vanishes.

## Second derivation: keep the constraint and use multipliers

The same gradients follow without solving for the blocks separately. Write both metrics as $g(X,Y)=\mathrm{Re}\,\mathrm{tr}(X^\dagger WY)$, with $W=I$ or $W=I-\tfrac12P$. Since $W$ is Hermitian, equation (2) becomes

$$\mathrm{Re}\,\mathrm{tr}[(W\,\mathrm{grad}\,E-G)^\dagger\Delta]=0\quad\text{for every tangent }\Delta.$$

The matrix in parentheses must be normal to the manifold in the Euclidean sense. To find all normal matrices, write $N=CB+Y$ with $C^\dagger Y=0$. Taking $\Delta=Y$, which is tangent, forces $Y=0$. Taking $\Delta=CA$ with $A$ the anti-Hermitian part of $B$ forces that part to vanish. So $N=CB$ with $B$ Hermitian, and every such matrix is normal because $\mathrm{tr}(BA)$ is imaginary. Therefore

$$W\,\mathrm{grad}\,E=G-C\Lambda,\qquad \Lambda^\dagger=\Lambda. \tag{8}$$

The entries of $\Lambda$ are the Lagrange multipliers of the orthonormality constraint. They are fixed by requiring the gradient to be tangent.

**Euclidean metric.** Here $\mathrm{grad}_eE=G-C\Lambda$ and $C^\dagger\mathrm{grad}_eE=M-\Lambda$. This must be anti-Hermitian:

$$(M-\Lambda)+(M^\dagger-\Lambda)=0\quad\Rightarrow\quad\Lambda=S.$$

Thus

$$\mathrm{grad}_eE=G-\tfrac12C(M+M^\dagger). \tag{9}$$

**Canonical metric.** The inverse of the weight is $I+P$, since $P^2=P$ gives

$$\left(I-\tfrac12P\right)(I+P)=I+P-\tfrac12P-\tfrac12P=I.$$

Multiplying (8) by this inverse, with $PG=CM$ and $PC=C$,

$$\mathrm{grad}_cE=(I+P)(G-C\Lambda)=G+CM-2C\Lambda.$$

Its occupied block is $C^\dagger\mathrm{grad}_cE=2(M-\Lambda)$. Tangency again requires $\Lambda=S$, so

$$\mathrm{grad}_cE=G+CM-C(M+M^\dagger)=G-CM^\dagger=G-CG^\dagger C. \tag{10}$$

Substituting $G=CM+(I-P)G$ into (9) and (10) gives occupied parts $M-S=T$ and $M-M^\dagger=2T$, in agreement with (6). The multipliers are the same in both cases. The factor two comes from $W^{-1}=I+P$, which doubles whatever lies in the occupied space.

## Unitarily invariant energies

Suppose $E(CU)=E(C)$ for every unitary $p\times p$ matrix $U$. The result $T=0$ can also be reached in two ways.

In the first, take $U=e^{tK}$ with $K$ anti-Hermitian. The energy is constant in $t$, and at $t=0$ the change is $\Delta=CK$. Equation (4) gives $\mathrm{Re}\,\mathrm{tr}(T^\dagger K)=0$ for every such $K$. Choosing $K=T$ gives $T=0$.

In the second, suppose that the energy is given as a differentiable function of the projector, with $dE=\mathrm{tr}(F\,dP)$ and $F$ Hermitian. Then

$$dP=\Delta C^\dagger+C\Delta^\dagger,\qquad dE=2\,\mathrm{Re}\,\mathrm{tr}(C^\dagger F\Delta),$$

so $G=2FC$. Now $M=2C^\dagger FC$ is visibly Hermitian, and again $T=0$.

Either way,

$$\mathrm{grad}_eE=\mathrm{grad}_cE=(I-P)G. \tag{11}$$

The metrics remain different. The gradient has simply lost the component on which they disagree.

The converse needs agreement everywhere on the manifold. If $T=0$ at every $C$, then for any anti-Hermitian $K$

$$E(Ce^K)-E(C)=\int_0^1\mathrm{Re}\,\mathrm{tr}(T_t^\dagger K)\,dt=0,$$

where $T_t$ is evaluated at $Ce^{tK}$. Diagonalizing a unitary matrix and taking logarithms of its phases shows that it is such an exponential, so $E$ is unitarily invariant. For real orbitals, $K$ is real and antisymmetric, and its exponentials are the rotations of determinant $+1$; reflections are not covered by the argument.

Two limits show what is at stake. For one real orbital, $A$ is a $1\times1$ antisymmetric matrix and must vanish, so the gradients agree for any energy. For $p=n$ there are no empty orbitals, $P=I$, and the whole canonical gradient is twice the Euclidean one.

## A model small enough to check by hand

Take $n=3$, $p=2$, real orbitals and

$$E=\sum_i f_i\,c_i^{\mathsf T}Hc_i,\qquad
H=\begin{pmatrix}-1.0&0.2&0.3\\0.2&-0.5&0.1\\0.3&0.1&0.4\end{pmatrix}\ \text{hartree}.$$

The weights $f_i$ act as occupations. Let $c_1$ and $c_2$ be the first two unit vectors. Differentiation gives column $i$ of $G$ as $2f_iHc_i$.

For $f=(2,1)$ the energy is $2(-1.0)+(-0.5)=-2.5$ hartree. In hartree,

$$G=\begin{pmatrix}-4.0&0.4\\0.8&-1.0\\1.2&0.2\end{pmatrix},\qquad
T=\begin{pmatrix}0&-0.2\\0.2&0\end{pmatrix},$$

because $M$ is the upper $2\times2$ block of $G$ and $(0.8-0.4)/2=0.2$. Equation (6) gives

$$\mathrm{grad}_eE=\begin{pmatrix}0&-0.2\\0.2&0\\1.2&0.2\end{pmatrix},\qquad
\mathrm{grad}_cE=\begin{pmatrix}0&-0.4\\0.4&0\\1.2&0.2\end{pmatrix}.$$

Turning $c_1$ towards $c_2$, and $c_2$ towards $-c_1$, has the slope $2H_{12}(f_1-f_2)=0.4$ hartree per radian. This is the canonical entry.

Along the flow $dC/dt=-\mathrm{grad}\,E$, equation (2) gives $dE/dt=-g(\mathrm{grad}\,E,\mathrm{grad}\,E)$. The two initial rates, in hartree$^2$ with $t$ in inverse hartree, are

$$-(0.2^2+0.2^2+1.2^2+0.2^2)=-1.56,$$

$$-\left[\tfrac12(0.4^2+0.4^2)+1.2^2+0.2^2\right]=-1.64.$$

For $f=(2,2)$ the energy is $-3.0$ hartree and is proportional to $\mathrm{tr}(HP)$, hence invariant. The off-diagonal elements of $M$ are both 0.8, $T$ vanishes, and both gradients have rows $(0,0)$, $(0,0)$ and $(1.2,0.4)$.

Agreement at a single point is weaker than invariance. Return to $f=(2,1)$ and let the orbitals be the two lowest eigenvectors of $H$, found by numerical diagonalization. Then $H$ has no element between them and $T=0$. Yet exchanging the orbitals changes the energy by the difference of their eigenvalues, 0.6446 hartree.

## Hartree–Fock: closed and open shells

Let $D_\alpha$ and $D_\beta$ be the spin density matrices and $h$ the core Hamiltonian, that is, kinetic energy plus nuclear attraction. With $D=D_\alpha+D_\beta$ and Coulomb and exchange matrices $J$ and $K$, the electronic energy is

$$E=\mathrm{tr}(hD)+\tfrac12\mathrm{tr}(J[D]D)-\tfrac12\sum_\sigma\mathrm{tr}(K[D_\sigma]D_\sigma).$$

The quadratic terms are symmetric in their two densities, so varying both factors cancels the halves:

$$dE=\sum_\sigma\mathrm{tr}(F_\sigma\,dD_\sigma),\qquad F_\sigma=h+J[D]-K[D_\sigma].$$

For a high-spin state put the closed and open orbitals into one matrix $C$. Then $D_\alpha=CC^\dagger$ and $D_\beta=CnC^\dagger$, where the diagonal matrix $n$ has 1 for closed and 0 for open orbitals. Inserting $dD_\beta=\Delta nC^\dagger+Cn\Delta^\dagger$, and the same with $n=I$ for $\alpha$ spin, gives

$$G=2(F_\alpha C+F_\beta Cn).$$

With $f_\sigma=C^\dagger F_\sigma C$, $M=2(f_\alpha+f_\beta n)$ and therefore

$$T=f_\beta n-n f_\beta,\qquad T_{ij}=(f_\beta)_{ij}(n_j-n_i). \tag{12}$$

The block is zero within the closed set and within the open set. It can be nonzero between them, where a rotation changes the space occupied by the $\beta$ electrons. For a closed shell, $n=I$ and $F_\alpha=F_\beta=F$, so $G=4FC$, $T=0$, and both gradients are $4(I-P)FC$.

As an example take CH₂ with bond lengths 1.05 and 1.15 Å and an angle of 130°, in Hartree–Fock with the minimal STO-3G basis of seven functions. The basis is orthonormalized with the inverse square root of its overlap matrix. The starting orbitals are the lowest eigenvectors of $h$, so they are far from self-consistent. This level leaves out electron correlation and has little basis flexibility; it serves here to show the geometry of the gradients. The numbers below belong to this basis. In cc-pVTZ the nonzero gradient norms at the core-Hamiltonian orbitals are about four times larger, the starting triplet energy is about 5 hartree higher, and the self-consistent one is about 0.5 hartree lower. The ratio of two is fixed by (6), and the two shares quoted below stay within 0.7–1.0% and 1.4–2.0% across STO-3G, 6-31G, cc-pVDZ and cc-pVTZ.

The singlet has four closed orbitals. Its occupied-occupied gradient is zero to the printed precision in both metrics, and its occupied-virtual part has norm 2.870 hartree in both. Here "norm" means the square root of the sum of squared elements of a block.

The triplet has three closed and two open orbitals. Its occupied-virtual norm is 2.718 hartree in both metrics. Its occupied-occupied norm is 0.2446 hartree in the Euclidean gradient and 0.4893 hartree in the canonical one, a ratio of 2.000. Among rotations of a single closed-open pair of these orbitals, the steepest has a slope of magnitude 0.2865 hartree per radian, which is $2|(f_\beta)_{ij}|$ for that pair.

The contribution of these rotations to the initial descent rate is $0.2446^2=0.0598$ hartree$^2$ in the Euclidean metric and $\tfrac12(0.4893)^2=0.1197$ hartree$^2$ in the canonical one. The occupied-virtual contribution is $2.718^2=7.39$ hartree$^2$. The shares are about 0.8% and 1.6%, so at this crude starting point the choice of metric hardly affects the initial rate.

With the starting orbitals the triplet energy is $-36.944$ hartree. A separate self-consistent restricted open-shell calculation gives $-38.426$ hartree, nuclear repulsion included in both. At the self-consistent orbitals the canonical gradient has norm $1.6\times10^{-7}$ hartree, a residual set by the convergence threshold. Its two blocks are orthogonal, so both are this small or smaller, and the Euclidean gradient is too. More generally, (6) vanishes in either metric when $T=0$ and $(I-P)G=0$, so the stationary points are the same.

## Does the factor two speed up convergence?

For an invariant energy, (11) makes the two descent flows identical. For other energies the canonical flow turns occupied pairs twice as fast at a given $C$, but faster turning need not mean faster convergence.

Near a minimum, consider one occupied-occupied angle $\theta$ and one occupied-virtual angle $\phi$, and assume that they are uncoupled to leading order:

$$E\simeq E_0+\tfrac12k_o\theta^2+\tfrac12k_v\phi^2,\qquad k_o,k_v>0.$$

Their squared lengths are $2\kappa\,d\theta^2$ and $d\phi^2$. Descent therefore gives decay rates $k_o/(2\kappa)$ and $k_v$. A fixed step must be short enough for the larger rate, while the smaller one limits progress, so rates of similar size are favourable.

If $k_o<k_v$, the canonical rates $k_o$ and $k_v$ are closer in ratio than the Euclidean rates $k_o/2$ and $k_v$. If $k_o>2k_v$, the Euclidean rates are closer. The better metric thus depends on the curvatures of the energy. This two-angle picture is an idealization. A molecule has many angles, generally coupled, and what then matters is the ratio of the largest to the smallest decay rate among all the modes. At the STO-3G minimum of the CH₂ triplet, with 16 non-redundant angles, that ratio is about 119 in the Euclidean metric and about 60 in the canonical one.

## What each derivation assumes

Both derivations need a differentiable energy, orthonormal orbitals and the same definition of $G$. Neither needs the energy to have a particular continuation away from the manifold. A different continuation can change $G$ by a normal matrix $CB$ with $B$ Hermitian, which changes $S$ but leaves $T$ and $(I-P)G$ untouched.

The first derivation relies on the metric being block diagonal in the two kinds of motion. In return it covers any weight $\kappa>0$ through (5), shows that the coincidence for invariant energies holds for all of them, and identifies $T$ as the sole source of disagreement. Its proof of $T=0$ uses the invariance on the manifold alone.

The second derivation does not need block diagonality. It needs an invertible weight $W$ and the form of the normal matrices. For a general positive Hermitian $W$, equation (8) still holds, and tangency gives a linear equation for the multipliers:

$$Q\Lambda+\Lambda Q=C^\dagger W^{-1}G+G^\dagger W^{-1}C,\qquad Q=C^\dagger W^{-1}C.$$

For the two metrics here $Q=I$ or $Q=2I$, and $\Lambda=S$ follows at once. With a general $W$ the blocks can be coupled, and the simple factor between the gradients is then no longer guaranteed. The companion proof of $T=0$ starts instead from an energy given as a differentiable function of $P$, and it also supplies the explicit form $G=2FC$.
